# Saturation density of three-dimensional islands under strong re-evaporation

Atoms arrive at normal incidence, with flux $F$ per unit area, on a flat substrate held at fixed temperature. An adatom diffuses with coefficient $D$ and re-evaporates after a mean time $\tau$. Some adatoms meet and form clusters. Large clusters become compact three-dimensional islands, which grow until they touch one another. The island density $N(t)$ first rises by nucleation and later falls by coalescence. Its maximum $N_s$ is called the saturation density here.

The following assumptions hold unless a part relaxes them. Nucleation is random on a defect-free surface. Islands do not move before contact or evaporate, and every atom that hits an island sticks. Lengths are in nm, times in s and energies in eV.

## (a) The adatom density and the reach of an island

**Find the adatom density far from islands. Then find how many adatoms diffuse to an island of base radius $r$, and when this supply is small compared with direct impingement.**

Far from islands the density $n_1$ is uniform. Arrival balances re-evaporation, $F=n_1/\tau$, so

$$n_1=F\tau .$$

Around an island, with $\rho$ the distance from its centre, the steady density obeys

$$D\left(n''+\frac{n'}{\rho}\right)-\frac n\tau+F=0 .$$

Let the edge absorb every adatom, so that $n(r)=0$, and let $n\to F\tau$ far away. With $\lambda=\sqrt{D\tau}$, the difference $F\tau-n$ satisfies the modified Bessel equation of order zero. The decaying solution is $K_0$, and therefore

$$n(\rho)=F\tau\left[1-\frac{K_0(\rho/\lambda)}{K_0(r/\lambda)}\right].$$

Since $K_0'=-K_1$, the number of adatoms captured per unit time is

$$2\pi rD\,n'(r)=2\pi r\,\frac{DF\tau}{\lambda}\frac{K_1(r/\lambda)}{K_0(r/\lambda)}
=2\pi r\lambda F\,\frac{K_1(r/\lambda)}{K_0(r/\lambda)} .$$

The beam delivers $\pi r^2F$ directly. The ratio of the two supplies is

$$\frac{2\lambda}{r}\frac{K_1(r/\lambda)}{K_0(r/\lambda)}\;\longrightarrow\;\frac{2\lambda}{r}\qquad(r\gg\lambda).$$

A large island thus collects adatoms mainly from a rim about $\lambda$ wide. Growth is by direct impingement when $\lambda\ll r$. This fails for a very young island, so the condition must hold over most of the growth up to saturation.

## (b) The nucleation rate

**Clusters of sizes $2,\dots,i$ decay much faster than they grow, while larger ones grow faster than they decay. Find how the nucleation rate $J$ per bare area depends on $F$, without assuming that small clusters are in equilibrium.**

A cluster of $j$ atoms captures adatoms at the rate $\sigma Dn_1=\sigma DF\tau=F\sigma\lambda^2$, where $\sigma$ is a dimensionless capture number. For $j=1$ the pair-counting factor is absorbed in $\sigma$. Direct hits on a footprint $ja^2$, with $a$ the hop length, add $Fja^2$. The total gain rate is $F\alpha_j$, with

$$\alpha_j=\sigma\lambda^2+ja^2 .$$

The cluster may desorb as a whole at rate $d_j$ or lose one atom at rate $s_j$. Both are independent of $F$; let $k_j=d_j+s_j$. The steady balance for size $j\ge2$ is

$$(F\alpha_j+k_j)\,n_j=F\alpha_{j-1}n_{j-1}+s_{j+1}n_{j+1}.$$

Start at $j=i$. Size $i+1$ rarely shrinks, so the last term is negligible. Since $F\alpha_i\ll k_i$,

$$n_i=\frac{F\alpha_{i-1}}{k_i}\,n_{i-1}.$$

Now go down to size $i-1$. The return term is

$$s_in_i=\frac{s_i}{k_i}F\alpha_{i-1}n_{i-1}\le F\alpha_{i-1}n_{i-1}\ll k_{i-1}n_{i-1},$$

so it may again be dropped. Repeating the argument down to size 2 gives $n_j=F\alpha_{j-1}n_{j-1}/k_j$ for every subcritical size. The nucleation rate is the rate at which size $i$ becomes size $i+1$, $J=F\alpha_in_i$. With $n_1=F\tau$,

$$J=F^{\,i+1}\,\tau\,\frac{\prod_{j=1}^{i}\alpha_j}{\prod_{j=2}^{i}k_j},$$

where the empty denominator for $i=1$ equals one. One power of $F$ comes from the adatom density and one from each of the $i$ additions. The result is the same whether small clusters disappear by dissociation or by desorption. What matters is that their loss rates do not depend on $F$.

## (c) Growth of one island

**Find the radial growth speed of a spherical cap with fixed contact angle $\theta\le90^\circ$ when direct impingement is the whole supply.**

The parent sphere has radius $R=r/\sin\theta$. Write $c=\cos\theta$. The cap volume is

$$V=\pi\int_{Rc}^{R}(R^2-z^2)\,dz
=\pi R^3\left[(1-c)-\frac{1-c^3}{3}\right]
=\pi r^3h,\qquad h=\frac{2-3c+c^3}{3\sin^3\theta}.$$

For $\theta\le90^\circ$ the base is also the area seen by the beam. If each atom adds volume $\Omega$,

$$\frac{dV}{dt}=3\pi r^2h\,\frac{dr}{dt}=F\Omega\,\pi r^2
\quad\Longrightarrow\quad G\equiv\frac{dr}{dt}=\frac{F\Omega}{3h}.$$

The radius cancels, because both the collecting area and $dV/dr$ vary as $r^2$. For a hemisphere $h=2/3$, so $G=F\Omega/2$. If the initial radius is negligible, an island of age $u$ has radius $Gu$.

## (d) The flux exponent

**Use the rates $J$ and $G$ to find how the saturation density depends on flux. State what the coalescence rule must satisfy.**

$J$ has dimensions length$^{-2}$ time$^{-1}$ and $G$ has length time$^{-1}$. They define one length and one time,

$$L=\left(\frac GJ\right)^{1/3},\qquad T=\frac LG=(JG^2)^{-1/3}.$$

Suppose that the coalescence rule brings in no further length or time. Two such rules are considered:

- Frozen shapes: each circular footprint keeps growing at speed $G$, and touching islands count as one. This is a geometrical idealization of islands that do not reshape.
- Liquid-like merger: two hemispheres at once become one with the same total volume, at their centre of mass. The new hemisphere again grows at speed $G$, by part (c).

On a large substrate the density must then have the form

$$N(t)=L^{-2}\,\nu(t/T),$$

where $\nu$ depends on the rule but not on $F$. With $C$ the maximum of $\nu$,

$$N_s=C\left(\frac JG\right)^{2/3}.$$

At fixed temperature and fixed $i$, $J\propto F^{i+1}$ and $G\propto F$. Hence

$$N_s\propto\left(\frac{F^{\,i+1}}{F}\right)^{2/3}=F^{\,2i/3}.$$

The power lost in the quotient has a direct meaning: a larger flux nucleates more islands, but it also makes them meet sooner. The time of saturation scales as

$$T\propto(F^{\,i+1}F^2)^{-1/3}=F^{-(i+3)/3}.$$

The covered fraction at saturation is a function of $t/T$ at a fixed value of that ratio, so it does not depend on flux in this limit.

## (e) The prefactor

**Count the islands lost by pairs of nuclei and estimate $C$. Find the coverage for frozen shapes, and compare with simulation.**

Imagine nucleation attempts at rate $J$ over the whole area, including attempts on covered ground, which fail. Take two attempts with ages $u\ge v$ at distance $d$. The younger one fails if $d<G(u-v)$. If it succeeds, the two islands have touched by now when $d<G(u+v)$. Since $u-v\le u+v$, both cases together say that one island is lost whenever $d<G(u+v)$.

The number of losses per area, with a factor $\tfrac12$ for unordered pairs, is

$$\frac{J^2}{2}\int_0^t\!\!\int_0^t\pi G^2(u+v)^2\,du\,dv
=\frac{\pi J^2G^2}{2}\left(\frac{t^4}{3}+\frac{t^4}{3}+\frac{t^4}{2}\right)
=\frac{7\pi}{12}J^2G^2t^4 .$$

The three terms come from $u^2$, $v^2$ and $2uv$. Subtracting from the $Jt$ attempts and using $s=t/T$,

$$\nu(s)=s-\frac{7\pi}{12}s^4+O(s^7).$$

The next order involves three nuclei. The two coalescence rules therefore agree through $s^4$. A simulation of frozen discs at $s=0.2$ gave a loss coefficient of 1.85, against $7\pi/12=1.83$.

If the series is cut after $s^4$, its maximum follows from

$$1-\frac{7\pi}{3}s^3=0,\qquad s_*=\left(\frac{3}{7\pi}\right)^{1/3}=0.515 .$$

There $(7\pi/12)s_*^3=1/4$, so $\nu(s_*)=\tfrac34s_*=0.386$. In this cut series a quarter of the attempts have been lost by then, and the neglected terms need not be small. The value 0.386 is an estimate.

For frozen shapes, a point is bare if no attempt has spread over it. Failed attempts may be included: a disc born inside an older one stays inside it, as both edges move at speed $G$. The mean number of discs over a point is $J\int_0^t\pi G^2u^2du=\pi s^3/3$. For independent random attempts the bare fraction is the Poisson probability of zero discs, so the covered fraction is

$$Z=1-e^{-\pi s^3/3}.$$

At $s=0.7$ this gives 0.302; random probe points in a simulation gave 0.306.

The full simulations used the rates of part (f) at fluxes between 5 and 20 nm$^{-2}$ s$^{-1}$, with growth by direct impingement alone. Frozen discs in a periodic square 8 µm wide, averaged over four runs per flux, gave $C=0.403$, 0.397 and 0.401 at $F=5$, 10 and 20. The mean is 0.400, and the maximum lies near $s=0.56$. Liquid-like islands in a smaller square, 4 µm wide, gave $C=0.424$ at both $F=5$ and $F=20$. These runs hold only about 1300 and 2600 islands at the maximum, so the value is uncertain by about 2%, and the highest point of a noisy curve is biased upward. The finite time step also raises it by about 1%, since new nuclei start each step with zero radius. Allowing for both, $C$ is about 0.41 to 0.42, some 3 to 4% above the frozen value. The cause of this remaining excess was not isolated. By $s=1.2$, the end of the liquid-like runs, the density had fallen to somewhat below half of its maximum.

The flux exponent came out as 1.31 for both rules. This is consistent with part (d), by which the rule can change only the prefactor. The simulations take $J$ and $G$ as inputs, so the shortfall from $4/3$ comes from the full-chain rate: its slope of 2.975 in part (g) gives $\tfrac23(2.975-1)=1.317$.

## (f) A worked case

**Take $T_{\rm sub}=600$ K, $F=10$ nm$^{-2}$ s$^{-1}$, adsorption energy 0.55 eV, diffusion barrier 0.30 eV, attempt rate $f=10^{13}$ s$^{-1}$, $a=0.40$ nm, $\Omega=0.017$ nm$^3$ and $\sigma=3$. A cluster of $j$ atoms desorbs over a barrier $j\times0.55$ eV and loses one atom over $1.50+0.30$ eV. Find $i$ and the saturation density for hemispheres with frozen coalescence.**

Here $k_BT_{\rm sub}=0.0517$ eV. The residence time and diffusion coefficient on a square lattice are

$$\tau=\frac{e^{0.55/0.0517}}{f}=4.17\times10^{-9}\ \text{s},\qquad
D=\frac{a^2f}{4}e^{-0.30/0.0517}=1.21\times10^9\ \text{nm}^2/\text{s}.$$

Thus $\lambda=\sqrt{D\tau}=2.24$ nm and $n_1=F\tau=4.17\times10^{-8}$ nm$^{-2}$. The gain areas are $\alpha_1=15.26$ and $\alpha_2=15.42$ nm$^2$.

A dimer gains atoms at 154 s$^{-1}$ but disappears at $5.76\times10^3$ s$^{-1}$, almost entirely by desorption. A trimer gains at 156 s$^{-1}$ and decays at 0.146 s$^{-1}$. Hence $i=2$, although the bond within a dimer is strong: the pair leaves the surface before it can grow. The ideal flux exponent is $4/3$.

The leading formula of part (b) gives

$$J=\frac{F^3\tau\alpha_1\alpha_2}{k_2}
=\frac{10^3(4.167\times10^{-9})(15.26)(15.42)}{5760}
=1.70\times10^{-7}\ \text{nm}^{-2}\,\text{s}^{-1}.$$

Solving the chain with all terms gives $1.66\times10^{-7}$. Most of the difference is the dimer growth dropped beside its loss, a factor $1/(1+154/5760)=0.974$.

The growth speed is $G=10\times0.017/2=0.085$ nm/s. With the full-chain $J$, the natural scales are $L=80.0$ nm and $T=942$ s, and

$$N_s=\frac{0.400}{(80.0\ \text{nm})^2}=6.2\times10^{-5}\ \text{nm}^{-2}=6.2\times10^{9}\ \text{cm}^{-2}.$$

Saturation comes at $0.56\,T\approx527$ s. The oldest unmerged islands then have radius $Gt\approx45$ nm, and 17% of the surface is covered.

The fraction of arriving atoms kept so far is the time average of $Z$. To lowest order in coverage it is $s^{-1}\int_0^s(\pi x^3/3)\,dx=\pi s^3/12\approx0.05$. With direct impingement alone, about 95% of the atoms have left again, so condensation is indeed very incomplete at saturation. Diffusive capture, treated in part (g), would raise the kept fraction at this same time by a factor of about 2.3. It also brings the maximum forward, so the fraction kept at the maximum itself rises by only about 40 to 50%.

## (g) Where the ideal exponent fails

**Estimate the effect of a finite diffusion length on the worked case. Then decide whether a lower flux always brings the exponent closer to $4/3$.**

For a hemisphere, the capture found in part (a) changes the growth law to

$$\frac{dr}{dt}=G\left[1+\frac{2\lambda}{r}\frac{K_1(r/\lambda)}{K_0(r/\lambda)}\right].$$

At saturation $2\lambda/r\approx0.10$ for the oldest islands, but the extra growth accumulated from earlier times is larger. To see this, set $K_1/K_0\approx1$. Then $G\,dt=r\,dr/(r+2\lambda)$, and integration from $r=0$ gives

$$Gt=r-2\lambda\ln\left(1+\frac{r}{2\lambda}\right).$$

For $Gt=44.8$ nm and $2\lambda=4.49$ nm the solution is $r\approx56.5$ nm, about a quarter above $Gt$. Since $K_1/K_0>1$, this estimate is slightly low. The final ratio of supplies thus understates the correction.

Adatoms are also scarce in the rim of an island. Near a nearly straight edge at distance $x$, $n_1=F\tau(1-e^{-x/\lambda})$. For $i=2$, neglecting dimer motion and the small direct-hit terms, $J\propto n_1^3$. The lost nucleation equals that of a fully blocked strip of width

$$w=\int_0^\infty\left[1-(1-e^{-x/\lambda})^3\right]dx
=\lambda\left(3-\frac32+\frac13\right)=\frac{11}{6}\lambda .$$

In the pair count, the distance below which an island is lost becomes the larger of $r(u)+r(v)$ and $r(|u-v|)+w$. Starting nuclei at radius 0.3 nm and evaluating the maximum numerically gives 0.765 times the ideal pair estimate. Applied to part (f), this lowers $N_s$ to about $4.8\times10^9$ cm$^{-2}$. Nearly all of this reduction comes from the faster growth: without the blocked strip the factor is 0.766, because $r(u)+r(v)$ is usually the larger distance. The factor inherits the truncation error of the pair estimate.

The local exponent at $F=10$ nm$^{-2}$ s$^{-1}$ becomes 1.20. Two effects can be separated. The full chain has $d\ln J/d\ln F=2.975$, which alone would give $\tfrac23(2.975-1)=1.317$. The remaining reduction of about 0.12 comes from finite $\lambda$. Since $L\propto F^{-2/3}$ for $i=2$, the islands at saturation are smaller at higher flux and diffusive capture matters more. With $i$ held at 2, the local exponent at $F=0.1$ rises to 1.318.

A lower flux does not help indefinitely. Trimers must grow faster than they decay, which requires $F\gg0.146/15.6\approx0.009$ nm$^{-2}$ s$^{-1}$. At $F=0.01$ the two rates are nearly equal, and the chain gives $d\ln J/d\ln F=3.52$. The critical size is then changing, and a single integer $i$ does not describe the data. On the other side, dimers must decay faster than they grow, so $F\ll5760/15.4\approx370$ nm$^{-2}$ s$^{-1}$. The ideal exponent is approached inside this window, in its lower part, where $\lambda/L$ is small. For the present parameters the window is too narrow for a clean plateau. With the full chain, the pair estimate gives an exponent of about 1.33 at $F=0.3$, where the two corrections nearly cancel, and 1.375 at $F=0.1$. Saturation at $F=0.3$ would take about 50 hours, so at practical fluxes the measured exponent would lie below $4/3$.

The parameters are round model values and do not describe a particular material. The incident flux corresponds to 0.17 nm/s of dense film, a practical evaporation rate. The small gap of 0.25 eV between adsorption energy and diffusion barrier was chosen to keep $\lambda$ short. A gap of 0.35 eV at the same temperature would multiply $\lambda$ by $e^{0.10/(2\times0.0517)}\approx2.6$ and make diffusive capture more important. Evaporation from a flat island surface, with a cohesive energy of 3 eV, is about $4\times10^{-13}$ of the incoming flux and can be ignored here. This figure does not include atoms lost from island edges, which the growth law leaves out.

Random nucleation is an assumption that can easily fail on a real surface. The ideal $N_s$ is one island per $1.6\times10^4$ nm$^2$, so even sparse traps can compete. If, for example, $10^{11}$ cm$^{-2}$ strong traps all held islands before coalescence, the density would be about 16 times the ideal value. It would then be set by the traps and would lose the flux law derived above. Motion of small clusters is also left out, and its effect has not been estimated. The remaining numerical values are collected in the numerical output.

## Table of computed values

```
T = 600 K, kT = 0.05170 eV, flux F = 10.0 nm^-2 s^-1
E_ads = 0.55, E_dif = 0.30, E_bond = 1.50, E_coh = 3.00 eV
attempt rate = 1.0e+13 s^-1, hop length = 0.40 nm
atomic volume = 0.017 nm^3, capture number = 3.0, start radius = 0.3 nm
residence time tau = 4.167e-09 s, D = 1.208e+09 nm^2/s
diffusion length = 2.244 nm
adatom density F tau = 4.167e-08 nm^-2
gain areas, sizes 1,2,3 = 15.26, 15.42, 15.58 nm^2
dimer: gain 154.2 s^-1, loss 5.760e+03 s^-1
trimer: gain 155.8 s^-1, loss 1.458e-01 s^-1
J from full chain = 1.6572e-07 nm^-2 s^-1
J from leading formula, i=2 = 1.7031e-07 nm^-2 s^-1
growth speed G = 0.0850 nm/s
length unit L = 80.05 nm, time unit T = 941.7 s
chain slopes dlnJ/dlnF for i=1..4 = 2.0000, 2.9997, 3.9991, 4.9989
capture/flux at r = 20 nm: numerical 297.38, formula 297.38 nm^2
pair-loss coefficient: simulated 1.852, formula 1.833
coverage at t/T = 0.7: simulated 0.306, formula 0.302
frozen discs, F = 5 nm^-2 s^-1: N_s = 2.516e+09 cm^-2, C = 0.4030
frozen discs, F = 10 nm^-2 s^-1: N_s = 6.195e+09 cm^-2, C = 0.3970
frozen discs, F = 20 nm^-2 s^-1: N_s = 1.552e+10 cm^-2, C = 0.4013
frozen discs: flux exponent = 1.312, ideal 1.333
frozen discs: mean C = 0.400, peak at t/T = 0.56
truncated pair estimate: C = 0.386, peak at t/T = 0.515
liquid islands, F = 5 and 20: C = 0.424, 0.424 (window t/T <= 1.2)
liquid islands: density at window end / maximum = 0.428, 0.442
liquid islands: flux exponent = 1.314
example N_s = 6.249e-05 nm^-2 = 6.249e+09 cm^-2
example time of maximum = 527 s
example radius of oldest unmerged island = 44.8 nm
example coverage at maximum = 0.168
2 lambda / oldest radius = 0.100
depleted rim width / lambda = 1.8333
finite-lambda factor on N_s (pair estimate) = 0.765
local exponent with finite lambda, F = 10: 1.201
same with i fixed at 2, F = 0.1: 1.3182
local dlnJ/dlnF: 2.975 at F = 10, 3.521 at F = 0.01
island evaporation / flux = 4.0e-13
```
